# Self-consistent LDA silicon atom: valence eigenvalues and outermost nodes

A norm-conserving pseudopotential is built to reproduce the valence eigenvalues and outer orbitals of an all-electron atom. This question constructs that reference for silicon.

Take a point nucleus with $Z=14$ and the occupations $1s^2\,2s^2\,2p^6\,3s^2\,3p^2$. Use the nonrelativistic, spin-unpolarized Kohn–Sham equations in the local density approximation (LDA), with Slater exchange and Vosko–Wilk–Nusair correlation in the form called VWN5. The two $3p$ electrons are spread equally over the three orbitals and both spins. This defines a spherical reference configuration, not the spin-polarized ground state of the atom. Hartree atomic units are used: energies in hartree, lengths in bohr.

## Part (a): the radial problem

**Question.** Show that the density is spherical and derive the radial equation, the behaviour of its solutions at both ends, and the relation between node number and energy.

**Answer.** Write $\psi_{nlm}=[u_{nl}(r)/r]\,Y_{lm}$ with $\int_0^\infty u_{nl}^2\,dr=1$. The real $l=1$ harmonics are $\sqrt{3/4\pi}$ times $x/r$, $y/r$ and $z/r$, so their squares add up to $3/(4\pi)$. For $l=0$ the square is $1/(4\pi)$. A shell with $f_{nl}$ electrons has $f_{nl}/(2l+1)$ in each orbital, hence

$$n(r)=\frac{\rho(r)}{4\pi r^2},\qquad \rho(r)=\sum_{nl}f_{nl}\,u_{nl}^2(r).$$

The effective potential $v=-Z/r+V_H+v_{xc}$ is therefore spherical too. The radial part of $\nabla^2$ acting on $u/r$ gives $u''/r$, and the angular part gives $-l(l+1)u/r^3$. Multiplying the Kohn–Sham equation by $r$ yields

$$-\tfrac12u''+v_l\,u=\varepsilon u,\qquad v_l=\frac{l(l+1)}{2r^2}+v(r).$$

Near the origin put $u\sim r^s$. The most singular terms require $s(s-1)=l(l+1)$, so $s=l+1$ or $s=-l$. The second choice is not normalizable for $l=1$. For $l=0$ it makes $\psi\sim1/r$, whose Laplacian contains a delta function that nothing cancels. Thus $u\sim r^{l+1}$. For the next term, insert $r^{l+1}(1+cr)$ and collect the order $r^l$:

$$-\tfrac12\,[(l+2)(l+1)-l(l+1)]\,c-Z=0\quad\Rightarrow\quad c=-\frac{Z}{l+1}.$$

Far from a neutral atom $v\to0$, so a bound orbital decays essentially as $e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon}$.

Now let $u_a,u_b$ have the same $l$ and $\varepsilon_b>\varepsilon_a$. Let $r_1<r_2$ be neighbouring zeros of $u_a$, counting the origin and infinity. Suppose that $u_b$ had no zero between them; choose both signs positive there. Since $u''=2(v_l-\varepsilon)u$,

$$\big[u_au_b'-u_a'u_b\big]_{r_1}^{r_2}=2(\varepsilon_a-\varepsilon_b)\int_{r_1}^{r_2}u_au_b\,dr<0.$$

But $u_a$ vanishes at both ends, so the left side is $u_a'(r_1)u_b(r_1)-u_a'(r_2)u_b(r_2)\ge0$, a contradiction. Each of the intervals cut out by $u_a$ thus contains a zero of $u_b$, and $u_b$ has more nodes than $u_a$. The label $n$ is defined by the number $n-l-1$ of nodes at finite $r>0$: two for $3s$, one for $3p$.

## Part (b): the potentials

**Question.** Derive $V_H$ and $v_{xc}$ in a form ready for computation.

**Answer.** Poisson's equation is $\nabla^2V_H=-4\pi n$. With $U=rV_H$ its left side is $U''/r$, so

$$U''=-4\pi rn=-\frac{\rho}{r},\qquad U(0)=0,\qquad U(R)=N.$$

The first condition keeps $V_H$ finite at the nucleus. The second holds at a radius $R$ that encloses practically all $N$ electrons. The equivalent integral form is

$$U(r)=\int_0^r\rho\,ds+r\int_r^\infty\frac{\rho}{s}\,ds.$$

Indeed, $U'=\rho+\int_r^\infty(\rho/s)\,ds-\rho=\int_r^\infty(\rho/s)\,ds$, and one more derivative gives $-\rho/r$.

For $E_{xc}=\int n\,\varepsilon_{xc}(n)\,d^3r$, the potential is $v_{xc}=d(n\varepsilon_{xc})/dn$. Exchange has $\varepsilon_x=-\tfrac34(3n/\pi)^{1/3}$. Because $n\varepsilon_x\propto n^{4/3}$,

$$v_x=\tfrac43\varepsilon_x=-\left(\frac{3n}{\pi}\right)^{1/3}.$$

Correlation is given as a function of $x=\sqrt{r_s}$, where $r_s=(3/4\pi n)^{1/3}$. Since $x\propto n^{-1/6}$, $n\,dx/dn=-x/6$ and

$$v_c=\varepsilon_c-\frac{x}{6}\frac{d\varepsilon_c}{dx}.$$

Define $X(x)=x^2+bx+c$, $Q=\sqrt{4c-b^2}$, $k=bx_0/X(x_0)$ and $\theta=\arctan[Q/(2x+b)]$. The VWN5 energy per electron is

$$\varepsilon_c=A\left\{\ln\frac{x^2}{X}+\frac{2b}{Q}\theta-k\left[\ln\frac{(x-x_0)^2}{X}+\frac{2(b+2x_0)}{Q}\theta\right]\right\},$$

with $A=0.0310907$, $x_0=-0.10498$, $b=3.72744$, $c=12.9352$. Here $b$ and $c$ belong to the functional. To differentiate, note that $Q^2+(2x+b)^2=4X$, so

$$\theta'=-\frac{2Q}{Q^2+(2x+b)^2}=-\frac{Q}{2X}.$$

The two arctangent terms then contribute $-b/X$ and $-(b+2x_0)/X$. Combining them with the $-(2x+b)/X$ from the logarithms gives

$$\frac{d\varepsilon_c}{dx}=A\left\{\frac2x-\frac{2(x+b)}{X}-k\left[\frac{2}{x-x_0}-\frac{2(x+b+x_0)}{X}\right]\right\}.$$

## Part (c): discretization and self-consistency

**Question.** Turn both differential equations into matrix equations and specify the iteration.

**Answer.** Multiply the radial equation by a function $w$ that vanishes at $0$ and $R$, and integrate the kinetic term by parts:

$$\tfrac12\int u'w'\,dr+\int v_luw\,dr=\varepsilon\int uw\,dr.$$

Map $t\in[-1,1]$ to $r=a[e^{\beta(1+t)/2}-1]$, with $\beta=\ln(1+R/a)$. This concentrates points near the nucleus. The points $t_i$ are $\pm1$ and the zeros of $P_p'$, where $P_p$ is the Legendre polynomial of degree $p$. The Gauss–Lobatto weights are $w_i=2/[p(p+1)P_p(t_i)^2]$. Expand $u=\sum_ju_j\phi_j(t)$ in the Lagrange polynomials

$$\phi_j(t)=\prod_{k\ne j}\frac{t-t_k}{t_j-t_k},\qquad\phi_j(t_i)=\delta_{ij},$$

leaving out the two end points, where $u=0$. With $r_t=dr/dt$, quadrature gives

$$K_{ij}=\sum_qw_q\frac{\phi_i'(t_q)\phi_j'(t_q)}{r_t(t_q)},\qquad M_i=w_i\,r_t(t_i).$$

One factor $1/r_t$ comes from each derivative and one factor $r_t$ from $dr$. Choosing $w=\phi_i$ and setting $c_i=\sqrt{M_i}\,u_i$ leads to the symmetric eigenvalue problem

$$\sum_j\left[\frac{K_{ij}}{2\sqrt{M_iM_j}}+v_l(r_i)\delta_{ij}\right]c_j=\varepsilon c_i,\qquad\sum_ic_i^2=1.$$

For Poisson's equation write $U=Nr/R+W$. The linear term satisfies the boundary conditions and has no second derivative, so $-W''=\rho/r$ with $W=0$ at both ends. The same integration by parts gives $\sum_jK_{ij}W_j=M_i\rho(r_i)/r_i$.

Let $S=V_H+v_{xc}$. Start from $S=(Z-1)(1-e^{-2r})/r$, solve for the orbitals, form $\rho$, and compute $S_{\rm out}$. Then update

$$S_{\rm in}\leftarrow S_{\rm in}+\alpha(S_{\rm out}-S_{\rm in}).$$

Near the solution, let an input error component be multiplied by $j$ in the output. The update multiplies it by $1-\alpha(1-j)$. Convergence requires the magnitude of this factor to be below one for every component; a large negative $j$ therefore calls for a small $\alpha$. The iteration stops when $[\int\rho\,(S_{\rm out}-S_{\rm in})^2dr]^{1/2}<10^{-7}$.

## Part (d): two conditions on the energy

**Question.** Derive a virial condition and the meaning of $\varepsilon_i$ as a derivative of the total energy.

**Answer.** The energy is $E=T+E_{en}+E_H+E_{xc}$, where

$$T=\sum_if_i\,\tfrac12\int\left[u_i'^2+\frac{l_i(l_i+1)}{r^2}u_i^2\right]dr,$$

$E_{en}=-Z\int(\rho/r)\,dr$ and $E_H=\tfrac12\int\rho V_H\,dr$. The last three terms change by $\int v\,\delta\rho\,dr$; the factor $\tfrac12$ in $E_H$ disappears because both densities in it vary. At fixed occupations, $\delta\rho=\sum_i2f_iu_i\delta u_i$, and after integrating the kinetic term by parts

$$\delta E=\sum_i2f_i\int\delta u_i\left(-\tfrac12u_i''+v_{l_i}u_i\right)dr=\sum_if_i\varepsilon_i\,\delta\!\int u_i^2\,dr=0$$

for variations that preserve the norms. If $f_i$ changes, the explicit change of $E$ per unit $f_i$ is the kinetic energy of orbital $i$ plus $\int vu_i^2\,dr$, which is $\varepsilon_i$. Orbital relaxation adds nothing at first order, so

$$\frac{\partial E}{\partial f_i}=\varepsilon_i,$$

which is Janak's theorem. Removing one $3p$ electron within this spherical model costs $-\int_1^2\varepsilon_{3p}(f)\,df$. This differs from $-\varepsilon_{3p}(2)$ in general, because the eigenvalue depends on $f$.

Next take the norm-preserving scaling $u_\lambda(r)=\sqrt\lambda\,u(\lambda r)$, under which $n_\lambda(r)=\lambda^3n(\lambda r)$. Then $T$ scales as $\lambda^2$, and $E_{en}$ and $E_H$ scale as $\lambda$. Substituting $\mathbf s=\lambda\mathbf r$ gives $E_{xc}[n_\lambda]=\int n\,\varepsilon_{xc}(\lambda^3n)\,d^3s$. Its derivative at $\lambda=1$ is $3\int n^2(d\varepsilon_{xc}/dn)\,d^3s=3\int n(v_{xc}-\varepsilon_{xc})\,d^3s$. Stationarity requires

$$2T+E_{en}+E_H+3\int n(v_{xc}-\varepsilon_{xc})\,d^3r=0.$$

## Part (e): the valence reference

**Question.** Solve the atom. Do the valence eigenvalues agree with the reference values $-0.3981$ hartree for $3s$ and $-0.1533$ hartree for $3p$? Where are the outermost nodes, and what do they imply for a pseudopotential core radius $r_c$?

**Answer.** Use $p=80$, $R=40$ bohr, $a=0.05$ bohr and $\alpha=0.35$. Then $\beta=\ln801=6.6859$, and the stopping criterion is met after 40 iterations. The eigenvalues in hartree are

| state | $\varepsilon$ | nodes |
|---|---:|---:|
| $1s$ | $-65.18443$ | 0 |
| $2s$ | $-5.07506$ | 1 |
| $2p$ | $-3.51494$ | 0 |
| $3s$ | $-0.39814$ | 2 |
| $3p$ | $-0.15329$ | 1 |

The valence values round to $-0.3981$ and $-0.1533$ hartree, in agreement with the reference. They correspond to $-10.834$ and $-4.171$ eV. The box is large enough for the most extended orbital: $\kappa_{3p}=\sqrt{2\times0.15329}=0.554$ per bohr, so $e^{-\kappa R}\approx2\times10^{-10}$.

The energy components are $T=287.4877$, $E_{en}=-687.9007$, $E_H=131.7678$ and $E_{xc}=-19.5533$ hartree, with total $-288.1984$ hartree. The exchange-correlation term of the virial condition is $-18.8426$ hartree, and

$$2(287.4877)-687.9007+131.7678-18.8426=-0.0001.$$

The remainder comes from rounding the entries; the unrounded sum is $8\times10^{-8}$ hartree. Changing each valence occupation by $\pm0.02$ and differencing the self-consistent total energies gives $-0.39814$ hartree for $3s$ and $-0.15330$ hartree for $3p$, as Janak's theorem requires within the finite-difference accuracy.

The expansion $u(t)=\sum_ju_j\phi_j(t)$ is defined between grid points, so a node is found as a root of this polynomial and a maximum of $|u|$ from $du/dt=0$. The outermost ones are

| state | node (bohr) | maximum (bohr) |
|---|---:|---:|
| $3s$ | 0.7241 | 1.7775 |
| $3p$ | 0.7177 | 2.1454 |

An independent determination uses $x=\ln r$ and $u=\sqrt r\,y$ (this $x$ is unrelated to $\sqrt{r_s}$). Then $u'=r^{-1/2}(y_x+y/2)$ and $u''=r^{-3/2}(y_{xx}-y/4)$, so that

$$y_{xx}=g\,y,\qquad g=(l+\tfrac12)^2+2r^2(v-\varepsilon).$$

With mesh spacing $h$, the second difference of $y$ is $h^2y_{xx}+h^4y_{xxxx}/12+O(h^6)$. Replacing $h^2y_{xxxx}$ by the second difference of $gy$ gives Numerov's rule for $\chi_k=F_ky_k$, $F_k=1-h^2g_k/12$:

$$\chi_{k+1}=\left(\frac{12}{F_k}-10\right)\chi_k-\chi_{k-1}.$$

Outward and inward solutions are joined at the outermost point where $g$ changes sign, slightly inside the outer classical turning point $v_l=\varepsilon$, and $\varepsilon$ is varied until the rule also holds there. With the potential rebuilt by direct integration of the converged density, this shooting calculation gives the same eigenvalues, node counts and valence nodes to the digits shown. The numerical check contains this comparison.

A nodeless pseudo-orbital must coincide with $u$ for $r\ge r_c$. If $r_c$ lay inside the outermost node, the pseudo-orbital would inherit that node. If $r_c$ lay on it, $u$ would vanish there with nonzero slope, since $u=u'=0$ at one point forces $u=0$ everywhere; a smooth continuation would change sign. Hence $r_c>0.7241$ bohr for $3s$ and $r_c>0.7177$ bohr for $3p$. These are lower limits, not recommended radii. The regions inside the nodes hold 3.65% of the $3s$ norm and 2.34% of the $3p$ norm. Norm conservation requires the pseudo-orbital to carry the same total charge inside $r_c$ as the all-electron orbital.

The fourth decimal of the eigenvalues depends on the correlation parametrization. Self-consistent results, in hartree, are

| correlation | $3s$ | $3p$ |
|---|---:|---:|
| VWN5 | $-0.39814$ | $-0.15329$ |
| Perdew–Wang | $-0.39812$ | $-0.15331$ |
| Perdew–Zunger | $-0.39831$ | $-0.15353$ |
| none | $-0.35912$ | $-0.11781$ |

Perdew–Wang correlation rounds to the same four decimals, whereas Perdew–Zunger gives $-0.3983$ and $-0.1535$. Omitting correlation raises the levels by $0.0390$ and $0.0355$ hartree. A pseudopotential should therefore be compared with an all-electron atom treated with the same functional, occupations and relativistic level. Agreement to four decimals tests the solution of this model; it does not measure the model's accuracy for a real silicon atom.

## Computed results

```
nuclear charge Z = 14, electrons = 14
polynomial order 80, box 40 bohr, map scale a 0.05 bohr, b 6.6859
iterations 40 with mixing 0.35, final weighted residual 9.6e-08 hartree
1s: occupation 2, eigenvalue -65.18443 hartree, shooting -65.18443 hartree, nodes 0
2s: occupation 2, eigenvalue -5.07506 hartree, shooting -5.07506 hartree, nodes 1
2p: occupation 6, eigenvalue -3.51494 hartree, shooting -3.51494 hartree, nodes 0
3s: occupation 2, eigenvalue -0.39814 hartree, shooting -0.39814 hartree, nodes 2
3p: occupation 2, eigenvalue -0.15329 hartree, shooting -0.15329 hartree, nodes 1
3s: eigenvalue -10.834 eV
3s: outermost node 0.7241 bohr (shooting 0.7241), outermost maximum 1.7775 bohr
3s: fraction of norm inside outermost node 0.0365
3s: dE/df by finite difference -0.39814 hartree, step in f 0.02
3p: eigenvalue -4.171 eV
3p: outermost node 0.7177 bohr (shooting 0.7177), outermost maximum 2.1454 bohr
3p: fraction of norm inside outermost node 0.0234
3p: dE/df by finite difference -0.15330 hartree, step in f 0.02
energy part kinetic: 287.4877 hartree
energy part nuclear: -687.9007 hartree
energy part hartree: 131.7678 hartree
energy part xc: -19.5533 hartree
total energy -288.1984 hartree
xc virial term 3*int n(vxc-exc) -18.8426 hartree
virial sum 7.7e-08 hartree
Perdew-Zunger: 3s -0.39831 hartree, 3p -0.15353 hartree
Perdew-Wang: 3s -0.39812 hartree, 3p -0.15331 hartree
exchange only: 3s -0.35912 hartree, 3p -0.11781 hartree
largest bare-Coulomb eigenvalue error 1.5e-09 hartree
largest xc difference from libxc 1.8e-15 hartree
largest Hartree-potential difference 3.9e-08 hartree
largest eigenvalue change with basis and box 3.1e-09 hartree
```
